# The Linear Jahn-Teller Surface of an Octahedral Copper(II) Ion

## Definitions and conventions

A copper(II) ion has nine 3d electrons. In a regular octahedron of six equal ligands the $t_{2g}$ orbitals are full, and three electrons occupy the two higher $e_g$ orbitals. Equivalently, the $e_g$ shell has one hole. On the unit sphere the angular functions are

$$F_\theta=\tfrac12(2z^2-x^2-y^2),\qquad F_\varepsilon=\tfrac{\sqrt3}{2}(x^2-y^2).$$

They share one normalisation, with $F_\theta=1$ on the $z$ axis. The states $|\theta\rangle$ and $|\varepsilon\rangle$ of the ion are labelled by the orbital that holds the **hole**. In this basis $\sigma_z=\mathrm{diag}(1,-1)$, and $\sigma_x$ exchanges the two states.

Ligands 1, 2 lie on $\pm x$, ligands 3, 4 on $\pm y$, and ligands 5, 6 on $\pm z$. Outward radial displacements from the cubic bond length $r_0$ are $u_i$. Define

$$Q_\theta=\frac{2(u_5+u_6)-u_1-u_2-u_3-u_4}{\sqrt{12}},\qquad Q_\varepsilon=\frac{u_1+u_2-u_3-u_4}{2},$$

and $Q_\theta=\rho\cos\varphi$, $Q_\varepsilon=\rho\sin\varphi$ with $\rho\ge0$. Positive $Q_\theta$ is elongation along $z$.

The assumptions are:

1. The central ion is fixed, and the nuclei are classical.
2. Each ligand has elastic energy $Ku_i^2/2$, with $K>0$.
3. The electronic energy matrix within the doublet is kept to first order in displacement.
4. Spin-orbit coupling and distortion-induced mixing with other electronic states are omitted.

The length $r_0$ is the equilibrium length for the average energy of the two states. Energies are measured from that average at $r_0$. The coupling $V$ is the slope of $\langle\theta|H|\theta\rangle$ along $Q_\theta$ at the cubic geometry.

## Theorem

Under these assumptions the energy matrix in the $e_g$ displacement plane is

$$H=\tfrac12K(Q_\theta^2+Q_\varepsilon^2)\,\mathbb 1+V(Q_\theta\sigma_z-Q_\varepsilon\sigma_x),$$

and its eigenvalues are

$$E_\pm(\rho)=\tfrac12K\rho^2\pm|V|\rho .$$

If $V\ne0$, the lower sheet is minimal on the circle $\rho_0=|V|/K$, and the stabilisation energy is

$$E_{\rm JT}=E_-(0)-E_-(\rho_0)=\frac{V^2}{2K}.$$

The proof needs the form of the coupling and the elastic energy. A third lemma gives $V$ for a simple ligand field.

## Lemma 1: symmetry leaves one splitting constant

*Statement.* To first order in all 18 ligand displacements, the doublet is split only by $V(Q_\theta\sigma_z-Q_\varepsilon\sigma_x)$.

*Proof.* The orbitals are real and spin-orbit coupling is absent, so the energy matrix is real and symmetric. It is a combination of $\mathbb 1$, $\sigma_z$ and $\sigma_x$.

The reflections $x\to-x$, $y\to-y$ and $z\to-z$ leave both orbitals unchanged, since these contain only squares. Consider a sideways displacement of ligand 5 along $x$. The reflection $x\to-x$ keeps this ligand in place and reverses the displacement, but does not change the matrix. The linear coefficient therefore equals its own negative and vanishes. The same argument removes every sideways displacement. Reflection also exchanges the two ligands on an axis, so their radial displacements have equal coefficients. What remains are three sums, $u_1+u_2$, $u_3+u_4$ and $u_5+u_6$, or equivalently $Q_\theta$, $Q_\varepsilon$ and the breathing coordinate $Q_1=\sum_iu_i/\sqrt6$.

A fourfold rotation about $z$ changes the signs of $F_\varepsilon$, $Q_\varepsilon$ and $\sigma_x$, and leaves $F_\theta$, $Q_\theta$, $Q_1$ and $\sigma_z$ unchanged. The most general linear term is thus

$$H_1=Q_1(a_0+a\sigma_z)+Q_\theta(b_0+b\sigma_z)+c\,Q_\varepsilon\sigma_x .$$

Now apply the threefold rotation that carries $z\to x\to y\to z$. Using $x^2+y^2+z^2=1$,

$$F_\theta\to\tfrac12(3x^2-1)=-\tfrac12F_\theta+\tfrac{\sqrt3}{2}F_\varepsilon,$$

$$F_\varepsilon\to\tfrac{\sqrt3}{2}(y^2-z^2)=-\tfrac{\sqrt3}{2}F_\theta-\tfrac12F_\varepsilon.$$

This is a rotation $R$ by $120^\circ$ in the $(\theta,\varepsilon)$ plane. The displacement patterns rotate in the same way: elongation along $z$ becomes elongation along $x$, which has $(Q_\theta,Q_\varepsilon)\propto(-\tfrac12,\tfrac{\sqrt3}{2})$. The filled shell is invariant, so the hole states rotate with the orbitals. Direct multiplication gives

$$R\sigma_zR^{T}=-\tfrac12\sigma_z-\tfrac{\sqrt3}{2}\sigma_x .$$

Symmetry requires $H_1(RQ)=RH_1(Q)R^T$. For $Q_1$, which does not change, this forces $a=0$. For $Q=(1,0)$ it reads

$$-\tfrac12(b_0+b\sigma_z)+\tfrac{\sqrt3}{2}c\,\sigma_x=b_0-\tfrac12b\sigma_z-\tfrac{\sqrt3}{2}b\,\sigma_x .$$

Comparing the coefficients of $\mathbb 1$ and $\sigma_x$ gives $b_0=0$ and $c=-b$. By definition $b=V$. The surviving breathing term $a_0Q_1$ does not split the states. It is a uniform force, already balanced in the definition of $r_0$. ∎

The relative minus sign belongs to this choice of orbital signs. Replacing $|\varepsilon\rangle$ by $-|\varepsilon\rangle$ reverses it without changing an energy.

## Lemma 2: elastic energy

*Statement.* In the $e_g$ plane the elastic energy is $K\rho^2/2$.

*Proof.* With the other radial combinations set to zero, the displacements are

$$u_5=u_6=\frac{2Q_\theta}{\sqrt{12}},\quad u_{1}=u_2=-\frac{Q_\theta}{\sqrt{12}}+\frac{Q_\varepsilon}{2},\quad u_{3}=u_4=-\frac{Q_\theta}{\sqrt{12}}-\frac{Q_\varepsilon}{2}.$$

Their squares add to

$$\sum_iu_i^2=\frac{8Q_\theta^2}{12}+4\left(\frac{Q_\theta^2}{12}+\frac{Q_\varepsilon^2}{4}\right)=Q_\theta^2+Q_\varepsilon^2=\rho^2,$$

because the cross terms of the $x$ and $y$ pairs cancel. Multiplication by $K/2$ gives the result. ∎

## Proof of the theorem

Lemmas 1 and 2 give the matrix $H$. Let $M=V(Q_\theta\sigma_z-Q_\varepsilon\sigma_x)$. Since $\sigma_z^2=\sigma_x^2=\mathbb 1$ and $\sigma_z\sigma_x+\sigma_x\sigma_z=0$,

$$M^2=V^2(Q_\theta^2+Q_\varepsilon^2)\mathbb 1=V^2\rho^2\,\mathbb 1 .$$

Each eigenvalue of $M$ is therefore $|V|\rho$ or $-|V|\rho$. Its trace is zero, so both signs occur, which proves the formula for $E_\pm$. Completing the square on the lower sheet,

$$E_-=\frac K2\left(\rho-\frac{|V|}{K}\right)^2-\frac{V^2}{2K}.$$

The square vanishes at $\rho_0=|V|/K$ and is positive elsewhere, while $E_-(0)=0$. Hence $E_{\rm JT}=V^2/(2K)$. The other radial displacements cost positive elastic energy, and sideways displacements cost none in this model. Neither kind splits the doublet at first order, so neither can lower the minimum. ∎

The regular octahedron is unstable because the electronic gain is linear in $\rho$ and the elastic cost is quadratic. At the minimum,

$$\tfrac12K\rho_0^2=E_{\rm JT},\qquad |V|\rho_0=2E_{\rm JT},\qquad E_+(\rho_0)-E_-(\rho_0)=2|V|\rho_0=4E_{\rm JT}.$$

Half of the electronic gain is spent on the springs. The factor four refers to a vertical transition, in which the ligands do not move.

## Remark: shapes and electronic states around the trough

Since $2/\sqrt{12}=1/\sqrt3$, the bond changes at angle $\varphi$ are

$$u_z=\frac{\rho}{\sqrt3}\cos\varphi,\quad u_x=\frac{\rho}{\sqrt3}\cos(\varphi-120^\circ),\quad u_y=\frac{\rho}{\sqrt3}\cos(\varphi+120^\circ).$$

The angles $0^\circ$, $120^\circ$ and $240^\circ$ are elongations along $z$, $x$ and $y$. The opposite angles are compressions. In the linear model all these shapes, and those between them, have equal energy.

For $V>0$ the lower state is $(\sin\frac\varphi2,\cos\frac\varphi2)$. Indeed,

$$\begin{pmatrix}\cos\varphi&-\sin\varphi\\-\sin\varphi&-\cos\varphi\end{pmatrix}\begin{pmatrix}\sin\frac\varphi2\\\cos\frac\varphi2\end{pmatrix}=\begin{pmatrix}\sin(\frac\varphi2-\varphi)\\-\cos(\varphi-\frac\varphi2)\end{pmatrix}=-\begin{pmatrix}\sin\frac\varphi2\\\cos\frac\varphi2\end{pmatrix}.$$

At $\varphi=0$ the hole is in $x^2-y^2$; at $180^\circ$ it is in $z^2$. After one full circuit the electronic state changes sign.

## Lemma 3: the coupling in a σ ligand field

*Statement.* If each ligand raises the orbital pointing at it by $e(r)=e_\sigma(r_0/r)^n$, with $e_\sigma,n>0$, then

$$V=\frac{\sqrt3}{2}\,\frac{n e_\sigma}{r_0}.$$

*Proof.* The one-electron matrix is $h_{ab}=\sum_ie(r_i)F_a(i)F_b(i)$. Let $|F\rangle$ be the filled $e_g$ shell, with energy $2\,\mathrm{tr}\,h$, and let $c_{as}$ remove an electron of spin $s$ from orbital $a$. For $H_e=\sum_{abs}h_{ab}c^\dagger_{as}c_{bs}$, the commutator $[H_e,c_{as}]=-\sum_bh_{ab}c_{bs}$ gives

$$H_ec_{as}|F\rangle=2\,\mathrm{tr}\,h\;c_{as}|F\rangle-\sum_bh_{ab}c_{bs}|F\rangle .$$

The splitting matrix of the ion is therefore the traceless part of $-h$: the ion is lowest when its hole is in the highest orbital.

The pairs $(F_\theta,F_\varepsilon)$ are $(1,0)$ on $z$, $(-\frac12,\frac{\sqrt3}{2})$ on $x$ and $(-\frac12,-\frac{\sqrt3}{2})$ on $y$. Along $Q_\theta$, with $e'=e'(r_0)$,

$$\delta h_{\theta\theta}=e'\left(2\cdot2-4\cdot\tfrac14\right)\frac{Q_\theta}{\sqrt{12}}=\frac{\sqrt3}{2}e'Q_\theta,$$

$$\delta h_{\varepsilon\varepsilon}=-e'\left(4\cdot\tfrac34\right)\frac{Q_\theta}{\sqrt{12}}=-\frac{\sqrt3}{2}e'Q_\theta .$$

Reversing the sign for the hole gives $V=-\frac{\sqrt3}{2}e'$, and $e'=-ne_\sigma/r_0$. ∎

At the cubic geometry both $e_g$ orbitals lie at $3e_\sigma$. The $t_{2g}$ orbitals have no σ interaction and lie at zero, so the cubic splitting is $\Delta=3e_\sigma$. Electron repulsion is not treated explicitly here. The theorem does not depend on this model, because Lemma 1 fixes the form of the coupling for any source of $V$.

## Proposition: quadratic coupling and three wells

Add the term $W[(Q_\theta^2-Q_\varepsilon^2)\sigma_z+2Q_\theta Q_\varepsilon\sigma_x]$. It is allowed because $(Q_\theta^2-Q_\varepsilon^2,-2Q_\theta Q_\varepsilon)$ has polar angle $-2\varphi$. A $120^\circ$ rotation of $Q$ changes this angle by $-240^\circ$, which is the same as $+120^\circ$, so the pair transforms like $(Q_\theta,Q_\varepsilon)$.

*Statement.* For $V>0$ and $0<2W<K$, the trough has three elongated minima and three compressed saddles, with respective depths

$$\frac{V^2}{2(K-2W)},\qquad\frac{V^2}{2(K+2W)} .$$

*Proof.* The coefficients of $\sigma_z$ and $\sigma_x$ are $V\rho\cos\varphi+W\rho^2\cos2\varphi$ and $-V\rho\sin\varphi+W\rho^2\sin2\varphi$. Adding their squares and using $\cos\varphi\cos2\varphi-\sin\varphi\sin2\varphi=\cos3\varphi$ gives

$$E_-=\tfrac12K\rho^2-\rho\sqrt{V^2+W^2\rho^2+2VW\rho\cos3\varphi}.$$

At fixed $\rho$ the energy is lowest for $\cos3\varphi=1$ and highest for $\cos3\varphi=-1$. Along these directions the root is $V+W\rho$ and, for $\rho<V/W$, $V-W\rho$. The energy becomes $\frac12(K\mp2W)\rho^2-V\rho$, and completing the square gives the two depths. The saddle radius $V/(K+2W)$ is indeed below $V/W$. ∎

As $W\to0$ the wells merge into the circular trough. As $2W\to K$ the elongated wells run to infinite radius, and terms of higher order are then needed.

## Worked example: an aqua copper(II) complex

The following round parameters are rough values in the regime of the hexaaqua copper(II) ion in an acid copper plating bath: $r_0=0.210$ nm, $e_\sigma=0.50$ eV, $n=5$ and $K=300$ eV/nm². They give $\Delta=1.5$ eV and

$$V=0.866\times\frac{5\times0.50}{0.210}=10.31\ \text{eV/nm},\qquad\rho_0=\frac{10.31}{300}=0.0344\ \text{nm},$$

$$E_{\rm JT}=\frac{(10.31)^2}{2\times300}=0.177\ \text{eV}=17.1\ \text{kJ/mol}.$$

At an elongated point the axial bonds grow by $\rho_0/\sqrt3=0.0198$ nm and the equatorial bonds shrink by half as much. The lengths are 0.230 and 0.200 nm. The electronic gain is 0.354 eV, and the vertical gap is 0.709 eV.

As a test, the three-electron problem was diagonalised with numerical slopes of the ligand field, and all six radial displacements were relaxed from random starts. The resulting depth, 0.17715 eV, agrees with the formula to the digits printed.

## What the linear model leaves out

**Curvature and soft bonds.** For an axial distortion the electronic energy of the lower state, measured from the average of the two states at the same geometry, is $-|e(r_{\rm eq})-e(r_{\rm ax})|$. Its second-order part contains $e''>0$ and the larger square $u_{\rm ax}^2=4u_{\rm eq}^2$, so it opposes elongation and assists compression. At the linear-model geometries, using the full power law in this splitting term alone shifts the energies by $+0.036$ eV (elongated) and $-0.070$ eV (compressed). The average energy, with its own anharmonicity, is assigned to the springs. Replacing these springs by Morse bonds with range parameter 10 nm⁻¹ and the same $K$ shifts the energies by $-0.015$ and $+0.021$ eV.

The largest of these shifts is 40% of $E_{\rm JT}$. They are taken at fixed geometry, and relaxing the bonds changes more than the numbers. With the full power law and harmonic springs the compressed shape has no minimum: the balance $2K|u_{\rm ax}|=|e'(r_{\rm ax})|$ has no solution, and the axial bonds collapse. With the Morse bonds the compressed shape is a local minimum at $-0.268$ eV, with axial bonds 0.035 nm shorter, beyond which the energy eventually falls again. The relaxed elongated shape is a saddle in both cases ($-0.169$ and $-0.162$ eV). Even with both corrections, this ligand field favours compression at these fixed geometries, whereas six-coordinate copper(II) complexes are usually elongated. With these parameters the model therefore does not give the usual direction. The cause may lie in the assumed parameters or in an omitted effect; neither possibility is tested here.

**Warping.** To represent elongation, $W=10$ eV/nm² is assumed, not derived. The power-law field alone would give $W=-e''(r_0)/8=-42.5$ eV/nm², of opposite sign, so the barrier and tunnelling values below illustrate warping and do not follow from the ligand field of Lemma 3. The well and saddle depths are then 0.190 and 0.166 eV, and the barrier is 0.024 eV. At 298 K this is $0.92\,k_BT$, while the linear $E_{\rm JT}$ is $6.9\,k_BT$. In this model the complex stays distorted, but heat readily changes its long axis.

**Spin-orbit coupling.** With $\zeta=0.10$ eV the cubic doublet with spin remains a fourfold level, so the instability survives. Mixing with $t_{2g}$ lowers the depth along the elongated direction from 0.177 to 0.175 eV.

**Quantum motion.** For a ligand mass of 18 u the vibrational quantum is $\hbar\omega=0.0264$ eV, so $E_{\rm JT}/\hbar\omega=6.7$. The undistorted two-dimensional oscillator has zero-point energy $\hbar\omega$. In the trough only the radial half remains at leading order, which suggests a stabilisation of $E_{\rm JT}+\hbar\omega/2=0.190$ eV. Diagonalisation of the linear vibronic problem also gives 0.190 eV. Its first rotational gap along the flat trough is 2.2 meV; with the assumed warping the lowest gap falls to 0.13 meV, the tunnelling splitting among the three wells.

## The complex in a plating bath

Bond lengths near 0.20 and 0.23 nm are typical of elongated aqua copper(II) complexes, so the model distortion has a realistic size. In the linear model this supports the ratio $V/K$ (with warping, $V/(K-2W)$), but does not fix $V$ and $K$ separately: at fixed $\rho_0$, $E_{\rm JT}=K\rho_0^2/2$ is proportional to the assumed $K$.

A bath also breaks the assumption of six equal ligands through outer solvent, counter-ions and ligand exchange. If this adds a fixed term $S\sigma_z$ with $|S|\ll V\rho_0$, the lower energy on the trough is

$$-E_{\rm JT}+V\rho_0-\sqrt{V^2\rho_0^2+2V\rho_0S\cos\varphi+S^2}\simeq-E_{\rm JT}-S\cos\varphi .$$

The energy along the trough then varies by about $2|S|$. On this flat trough the lowest point is elongation along $z$ for $S>0$ and compression along $z$ for $S<0$. The undistorted complex is itself lowered by $|S|$, so in the linear model the stabilisation from there to the lowest point remains $E_{\rm JT}$. Warping changes the picture for $S<0$: with the value of $W$ assumed above, a small negative $S$ makes the wells close to elongation along $x$ and along $y$ the two equal lowest ones. The well elongated along $z$ survives at higher energy, and compression along $z$ remains a saddle. As $|S|$ grows the two lowest wells slide towards $\varphi=180^\circ$ (to $131^\circ$ and $229^\circ$ at $S=-0.03$ eV), and at $S=-0.12$ eV only one well, compressed along $z$, is left. The size of $S$ in a given bath is not determined here. The value 0.177 eV is the result of the linear model for an isolated complex, and the curvature shifts above show that its first digit is already model-dependent. The numerical output gives the remaining intermediate values.

## Calculated quantities

```
Reference bond length r0 = 0.210 nm
Ligand-field parameter e_sigma = 0.50 eV
Distance exponent n = 5
Cubic splitting Delta = 1.500 eV
Force constant K = 300.0 eV/nm^2
Allowed linear couplings, breathing included = 2
Coupling V, formula = 10.3098 eV/nm
Coupling V, numerical slope = 10.3098 eV/nm
Trough radius rho0, formula = 0.03437 nm
Trough radius, six-ligand relaxation = 0.03437 nm
E_JT, formula = 0.17715 eV
E_JT, six-ligand relaxation = 0.17715 eV
E_JT converted = 17.09 kJ/mol
Elastic cost at minimum = 0.17715 eV
Electronic gain at minimum = 0.35431 eV
Vertical gap at minimum = 0.7086 eV
Axial displacement, elongated = +0.01984 nm
Equatorial displacement, elongated = -0.00992 nm
Axial bond, elongated = 0.2298 nm
Equatorial bond, elongated = 0.2001 nm
Axial bond, compressed = 0.1902 nm
Equatorial bond, compressed = 0.2199 nm
Sheets at 0.5 rho0: lower -0.1329, upper +0.2214 eV
Sheets at 1.0 rho0: lower -0.1772, upper +0.5315 eV
Sheets at 1.5 rho0: lower -0.1329, upper +0.9301 eV
Sheets at 2.0 rho0: lower -0.0000, upper +1.4172 eV
Field-curvature shift, elongated = +0.0358 eV
Field-curvature shift, compressed = -0.0700 eV
Morse range parameter = 10.0 1/nm
Bond-anharmonicity shift, elongated = -0.0147 eV
Bond-anharmonicity shift, compressed = +0.0209 eV
Net quadratic coupling W = 10.0 eV/nm^2
Warped depth, elongated = 0.1898 eV
Warped depth, compressed = 0.1661 eV
Barrier between elongated wells = 0.0237 eV
Spin-orbit parameter zeta = 0.10 eV
Depth with spin-orbit mixing = 0.1754 eV
Ligand mass = 18.0 u
Vibrational quantum = 0.02639 eV
E_JT / vibrational quantum = 6.71
Stabilisation with zero-point motion = 0.1901 eV
First rotor gap, flat trough = 2.187 meV
Tunnelling gap, warped trough = 0.129 meV
Temperature = 298.15 K
Thermal energy kT = 0.02569 eV
E_JT / kT = 6.90
Barrier / kT = 0.92
Boltzmann factor of vertical gap = 1.1e-12
```
